# Discrete charge-channel Hubbard-Stratonovich transformation for attractive and repulsive U: test program

```python
"""Discrete charge-channel Hubbard-Stratonovich transformation.

Result under test, for one site with m = n_up + n_dn - 1:
  exp[-dtau U (n_up-1/2)(n_dn-1/2)] = (1/2) exp(dtau U/4) sum_{s=+-1} exp(g s m),
  cosh(g) = exp(-dtau U/2):  g = lam (real) for U < 0,
                             g = i lam, cos(lam) = exp(-dtau U/2), for U > 0.
Symbols: U interaction, dtau imaginary-time step, L number of steps,
beta = L dtau inverse temperature, mu chemical potential coupled to m,
s auxiliary field, N number of sites. Energies are in units of the hopping t.
The consequences for the weights of field configurations are tested by summing
over all configurations and by traces in the full many-electron space.
"""
from functools import reduce
import numpy as np
from scipy.linalg import expm


def close(a, b, tol=1e-10):
    a, b = np.asarray(a), np.asarray(b)
    return np.max(np.abs(a - b)) <= tol * max(np.max(np.abs(b)), 1e-300)


def coupling(U, dtau):
    """Coupling g of the field to the charge m."""
    target = np.exp(-dtau * U / 2)
    return np.arccosh(target) + 0j if U < 0 else 1j * np.arccos(target)


def annihilators(n_modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity, one = np.diag([1.0, -1.0]), np.eye(2)
    return [reduce(np.kron, [parity] * j + [lower] + [one] * (n_modes - j - 1))
            for j in range(n_modes)]


class ManyBody:
    """Operators of the Hubbard model in the full many-electron space."""

    def __init__(self, hop):
        n = len(hop)
        c = annihilators(2 * n)
        up, dn = c[:n], c[n:]
        one = np.eye(4 ** n)
        self.n_up = [a.T @ a for a in up]
        self.n_dn = [a.T @ a for a in dn]
        self.m = [a + b - one for a, b in zip(self.n_up, self.n_dn)]
        self.pair = sum((a - one / 2) @ (b - one / 2)
                        for a, b in zip(self.n_up, self.n_dn))
        self.kin = sum(hop[i, j] * (x[i].T @ x[j])
                       for x in (up, dn) for i in range(n) for j in range(n))
        self.s_plus = sum(a.T @ b for a, b in zip(up, dn))

    def split_trace(self, U, mu, dtau, L):
        """Partition function and charge on site 0 with split propagators."""
        step = expm(-dtau * self.kin) @ expm(-dtau * (U * self.pair - mu * sum(self.m)))
        rho = np.linalg.matrix_power(step, L)
        Z = np.trace(rho)
        return Z, np.trace(rho @ self.m[0]) / Z

    def log_z(self, U, mu, beta):
        e = np.linalg.eigvalsh(self.kin + U * self.pair - mu * sum(self.m))
        return np.log(np.sum(np.exp(-beta * (e - e[0])))) - beta * e[0]

    def config_trace(self, U, mu, dtau, s):
        """Weight of one field configuration from its many-electron trace."""
        g, T = coupling(U, dtau), expm(-dtau * self.kin)
        prod = np.eye(len(T), dtype=complex)
        for row in s:
            prod = T @ expm(sum((g * f + dtau * mu) * q
                                for f, q in zip(row, self.m))) @ prod
        return (0.5 * np.exp(dtau * U / 4)) ** s.size * np.trace(prod)


def all_fields(hop, U, mu, dtau, L):
    """All field configurations with determinants and weights."""
    n = len(hop)
    bits = (np.arange(2 ** (n * L))[:, None] >> np.arange(n * L)) & 1
    s = (1 - 2 * bits).reshape(-1, L, n)
    g, T = coupling(U, dtau), expm(-dtau * hop)
    B = np.broadcast_to(np.eye(n, dtype=complex), (len(s), n, n))
    for l in range(L):
        B = (T * np.exp(g * s[:, l] + dtau * mu)[:, None, :]) @ B
    det = np.linalg.det(np.eye(n) + B)
    w = ((0.5 * np.exp(dtau * U / 4)) ** (n * L)
         * np.exp(-g * s.sum(axis=(1, 2)) - dtau * mu * n * L) * det ** 2)
    return s, det, w


def averages(s, w):
    """Mean field on site 0 in the first slice, and average phase."""
    return np.sum(w * s[:, 0, 0]) / np.sum(w), abs(np.sum(w)) / np.sum(np.abs(w))


t, U0, dtau, L = 1.0, 4.0, 0.25, 8
beta = L * dtau
dimer = -t * np.array([[0.0, 1.0], [1.0, 0.0]])
N = len(dimer)
print(f"hopping t = {t:.1f}, |U| = {U0:.1f} t, sites N = {N}")
print(f"dtau = {dtau:.3f} / t, slices L = {L}, beta = {beta:.2f} / t")

# One-site identity, from matrix exponentials, for both signs of U
site = ManyBody(np.zeros((1, 1)))
m = site.m[0]
double = site.n_up[0] @ site.n_dn[0]
assert close(site.pair, m @ m / 2 - np.eye(4) / 4)
assert close(double, (m @ m + m) / 2)
for U in (-U0, U0):
    for step in (0.02, dtau, 1.3):
        g = coupling(U, step)
        field_sum = 0.5 * (expm(g * m) + expm(-g * m))
        assert close(np.exp(step * U / 4) * field_sum, expm(-step * U * site.pair))
        assert close(expm(-step * U * m / 2) @ field_sum, expm(-step * U * double))
    g = coupling(U, dtau)
    exact = np.diag(expm(-dtau * U * site.pair))
    charge = np.diag(m)
    lam = abs(g)
    print(f"U = {U:+.1f} t: exp(-dtau U/2) = {np.exp(-dtau*U/2):.6f}, "
          f"lambda = {lam:.6f} ({'real' if U < 0 else 'imaginary'} coupling)")
    print(f"  prefactor (1/2)exp(dtau U/4) = {0.5*np.exp(dtau*U/4):.6f}")
    print(f"  local factor: m=0 {exact[charge == 0][0]:.6f}, "
          f"m=+1 {exact[charge == 1][0]:.6f}, m=-1 {exact[charge == -1][0]:.6f}")

# Small-step expansion of lambda squared
x = 1e-3
c_rep = (abs(coupling(1.0, x)) ** 2 - x) / x ** 2
c_att = (abs(coupling(-1.0, x)) ** 2 - x) / x ** 2
assert abs(c_rep + 1 / 6) < 1e-4 and abs(c_att - 1 / 6) < 1e-4
print(f"x^2 coefficient of lambda^2: repulsive {c_rep:.4f}, attractive {c_att:.4f}")

# Positive mixtures of real exponentials cannot represent repulsion
rng = np.random.default_rng(7)
weights, slopes = rng.random((2000, 3)), rng.normal(size=(2000, 3))
f = [np.sum(weights * np.exp(slopes * q), axis=1) for q in (-1, 0, 1)]
assert np.min(f[0] * f[2] / f[1] ** 2) >= 1 - 1e-12
rep = np.diag(expm(-dtau * U0 * site.pair))
ratio = rep[charge == 1][0] * rep[charge == -1][0] / rep[charge == 0][0] ** 2
assert close(ratio, np.exp(-dtau * U0)) and ratio < 1
print(f"f(1)f(-1)/f(0)^2 for U = +{U0:.1f} t: {ratio:.6f} (real fields need >= 1)")

# Spin symmetry of one slice: charge coupling against spin coupling
mb = ManyBody(dimer)
a = np.arccosh(np.exp(dtau * U0 / 2))
sz = site.n_up[0] - site.n_dn[0]
assert close(np.exp(-dtau * U0 / 4) * 0.5 * (expm(a * sz) + expm(-a * sz)),
             expm(-dtau * U0 * site.pair))
T = expm(-dtau * mb.kin)
slice_charge = T @ expm(coupling(U0, dtau) * (mb.m[0] - mb.m[1]))
slice_spin = T @ expm(a * (mb.n_up[0] - mb.n_dn[0] - mb.n_up[1] + mb.n_dn[1]))
comm = [np.linalg.norm(q @ mb.s_plus - mb.s_plus @ q) for q in (slice_charge, slice_spin)]
assert comm[0] < 1e-12 and comm[1] > 0.1
print(f"norm of [slice, S+]: charge channel below 1e-12, spin channel {comm[1]:.3f}")

# Determinant weights against many-electron traces, configuration by configuration
for U in (-U0, U0):
    s, det, w = all_fields(dimer, U, 1.0, dtau, L)
    for k in rng.integers(0, len(s), 6):
        direct = mb.config_trace(U, 1.0, dtau, s[k])
        assert abs(direct - w[k]) < 1e-9 * abs(w[k])
        if U < 0:
            assert direct.real > 0 and abs(direct.imag) < 1e-10 * direct.real

# Repulsive dimer: sum over all fields at several chemical potentials
print(f"repulsive dimer, U = +{U0:.1f} t, {len(s)} field configurations")
tan_lam = np.tan(abs(coupling(U0, dtau)))
print(f"  tan(lambda) = {tan_lam:.6f}")
for mu in (0.0, 1.0, 2.0, 3.0, 20.0):
    s, det, w = all_fields(dimer, U0, mu, dtau, L)
    Z, m0 = mb.split_trace(U0, mu, dtau, L)
    mean_s, phase = averages(s, w)
    assert close(np.sum(w), Z, 1e-9)
    assert abs(mean_s - 1j * tan_lam * m0) < 1e-8
    if mu == 0:
        assert close(w, np.abs(w)) and abs(m0) < 1e-10
        k = 5
        total = s[k].sum()
        bare = np.exp(-coupling(U0, dtau) * total) * det[k] ** 2
        assert abs(det[k].imag) > 1e-3 and close(bare, abs(det[k]) ** 2)
        print(f"  one configuration at mu = 0: sum of s = {total}, "
              f"det = {det[k].real:.5f} {det[k].imag:+.5f} i")
        print(f"    exp(-i lambda sum s) det^2 = {bare.real:.5f}, "
              f"|imaginary part| < 1e-9: {abs(bare.imag) < 1e-9}")
        print(f"  Z from fields {np.sum(w).real:.8f}, from trace {Z:.8f}")
    else:
        assert m0 > 1e-3 and phase < 1 - 1e-6
    print(f"  mu = {mu:4.1f} t: <m> = {abs(m0):.6f}, "
          f"Im<s> = {abs(mean_s.imag):.6f}, average phase = {phase:.6f}")
full_band = np.exp(-beta * U0 * N / 2)
assert abs(phase / full_band - 1) < 1e-6
print(f"  full-band limit exp(-beta U N/2) = {full_band:.6f}")
# The full-band phase does not depend on the step at fixed beta
s, det, w = all_fields(dimer, U0, 20.0, 2 * dtau, L // 2)
coarse = averages(s, w)[1]
assert abs(coarse / full_band - 1) < 1e-6
print(f"  same at mu = 20 t with doubled dtau: {coarse:.6f}")

# Attractive dimer away from half filling
mu = 0.5
s, det, w = all_fields(dimer, -U0, mu, dtau, L)
Z, m0 = mb.split_trace(-U0, mu, dtau, L)
mean_s, phase = averages(s, w)
tanh_lam = np.tanh(coupling(-U0, dtau).real)
assert close(np.sum(w), Z, 1e-9) and close(w, np.abs(w))
assert abs(mean_s - tanh_lam * m0) < 1e-9 and m0 > 1e-3
print(f"attractive dimer, U = {-U0:.1f} t, mu = {mu:.1f} t: tanh(lambda) = {tanh_lam:.6f}")
print(f"  <m> = {m0:.6f}, <s> = {mean_s.real:.6f}, average phase = {phase:.6f}")

# Splitting error: the only approximation, second order in dtau
exact_log = mb.log_z(U0, 0.0, beta)
err = {n: np.log(mb.split_trace(U0, 0.0, beta / n, n)[0]) - exact_log
       for n in (L, 32, 64)}
order_ratio = err[32] / err[64]
assert abs(order_ratio - 4) < 0.1
print(f"ln Z at mu = 0, U = +{U0:.1f} t: unsplit {exact_log:.6f}, "
      f"splitting error at L = {L}: {err[L]:.6f}")
print(f"  error ratio on halving dtau (L = 32 to 64): {order_ratio:.3f}")

# Triangle at mu = 0: not bipartite, so positivity is lost
triangle = -t * (np.ones((3, 3)) - np.eye(3))
L3 = 4
s, det, w = all_fields(triangle, U0, 0.0, dtau, L3)
Z, m0 = ManyBody(triangle).split_trace(U0, 0.0, dtau, L3)
mean_s, phase = averages(s, w)
assert close(np.sum(w), Z, 1e-9) and abs(mean_s - 1j * tan_lam * m0) < 1e-9
assert abs(m0) > 1e-5 and phase < 1 - 1e-6
print(f"triangle, U = +{U0:.1f} t, mu = 0, beta = {L3*dtau:.2f} / t, L = {L3}:")
print(f"  <m> = {m0:.6f}, Im<s> = {mean_s.imag:.6f}, average phase = {phase:.6f}")

print("every check passed")
```

Running it gives:

```
hopping t = 1.0, |U| = 4.0 t, sites N = 2
dtau = 0.250 / t, slices L = 8, beta = 2.00 / t
U = -4.0 t: exp(-dtau U/2) = 1.648721, lambda = 1.085039 (real coupling)
  prefactor (1/2)exp(dtau U/4) = 0.389400
  local factor: m=0 0.778801, m=+1 1.284025, m=-1 1.284025
U = +4.0 t: exp(-dtau U/2) = 0.606531, lambda = 0.919107 (imaginary coupling)
  prefactor (1/2)exp(dtau U/4) = 0.642013
  local factor: m=0 1.284025, m=+1 0.778801, m=-1 0.778801
x^2 coefficient of lambda^2: repulsive -0.1667, attractive 0.1667
f(1)f(-1)/f(0)^2 for U = +4.0 t: 0.367879 (real fields need >= 1)
norm of [slice, S+]: charge channel below 1e-12, spin channel 13.163
repulsive dimer, U = +4.0 t, 65536 field configurations
  tan(lambda) = 1.310832
  one configuration at mu = 0: sum of s = 12, det = 0.88564 -0.85628 i
    exp(-i lambda sum s) det^2 = 1.51758, |imaginary part| < 1e-9: True
  Z from fields 514.37940723, from trace 514.37940723
  mu =  0.0 t: <m> = 0.000000, Im<s> = 0.000000, average phase = 1.000000
  mu =  1.0 t: <m> = 0.092868, Im<s> = 0.121734, average phase = 0.172458
  mu =  2.0 t: <m> = 0.341927, Im<s> = 0.448208, average phase = 0.008300
  mu =  3.0 t: <m> = 0.630901, Im<s> = 0.827006, average phase = 0.001072
  mu = 20.0 t: <m> = 1.000000, Im<s> = 1.310832, average phase = 0.000335
  full-band limit exp(-beta U N/2) = 0.000335
  same at mu = 20 t with doubled dtau: 0.000335
attractive dimer, U = -4.0 t, mu = 0.5 t: tanh(lambda) = 0.795060
  <m> = 0.497059, <s> = 0.395192, average phase = 1.000000
ln Z at mu = 0, U = +4.0 t: unsplit 6.174197, splitting error at L = 8: 0.068764
  error ratio on halving dtau (L = 32 to 64): 3.996
triangle, U = +4.0 t, mu = 0, beta = 1.00 / t, L = 4:
  <m> = -0.015195, Im<s> = -0.019918, average phase = 0.987007
every check passed
```
